# Exponential convergence of uniform k meshes for insulating band energies

## Symmetry of the mesh

Take a one-dimensional crystal with lattice constant $a$ and use the dimensionless wave number $\theta=ka$. Let $f(\theta)$ be the sum of the occupied band energies at $\theta$. It has period $2\pi$. The band energy per cell and spin and its estimate on $N$ points are

$$E=\int_0^{2\pi}\frac{d\theta}{2\pi}f(\theta),\qquad E_N(\theta_0)=\frac1N\sum_{j=0}^{N-1}f\!\left(\theta_0+\frac{2\pi j}{N}\right).$$

Moving the offset $\theta_0$ by $2\pi/N$ only relabels the points. Hence $E_N(\theta_0)$ has period $2\pi/N$, and it can contain only the harmonics $e^{imN\theta_0}$ with integer $m$. This fixes the form of the error. To find the coefficients, insert $f=\sum_R f_Re^{iR\theta}$, assumed absolutely convergent. The sum $\frac1N\sum_j e^{2\pi iRj/N}$ is 1 if $N$ divides $R$ and 0 otherwise. Since $f_0=E$,

$$E_N(\theta_0)-E=\sum_{m\neq0}f_{mN}\,e^{imN\theta_0}.\tag{1}$$

For $\theta_0=0$ the mesh points satisfy $e^{iN\theta}=1$, the condition for Bloch waves on a closed ring of $N$ cells. The error is therefore the finite-size error of that ring. The question is how fast $f_R$ falls with $R$.

The potential is held fixed throughout, and the same number of lowest bands is filled at every $k$. Energies are in hartree.

## A chain with two orbitals per cell

Let the site energies be $\pm\Delta$ and the alternating hoppings $t_1,t_2>0$:

$$H(\theta)=\begin{pmatrix}\Delta&t_1+t_2e^{-i\theta}\\t_1+t_2e^{i\theta}&-\Delta\end{pmatrix}.$$

The trace vanishes, so the eigenvalues are $\pm\sqrt{-\det H}$. With the lower band filled,

$$f=-\sqrt{A+B\cos\theta},\quad A=\Delta^2+t_1^2+t_2^2,\quad B=2t_1t_2.$$

The direct gap is smallest at $\theta=\pi$, where $g=2\sqrt{A-B}$. If $g>0$, define $\eta>0$ by $\cosh\eta=A/B$ and set $q=e^{-\eta}$. Because $A/B=(1+q^2)/(2q)$,

$$A+B\cos\theta=\frac{B}{2q}(1+qe^{i\theta})(1+qe^{-i\theta}).$$

The factors vanish at $\theta=\pi\mp i\eta$. These are square-root branch points, where the two eigenvalues meet. For $|\mathrm{Im}\,\theta|<\eta$ both factors have positive real part, so $f$ is analytic in this strip.

The width follows from the gap: $\cosh\eta-1=(A-B)/B$ reads $2\sinh^2(\eta/2)=(g^2/4)/(2t_1t_2)$, hence

$$\sinh\frac{\eta}{2}=\frac{g}{4\sqrt{t_1t_2}}.\tag{2}$$

**The coefficients.** Write $b_n=\binom{1/2}{n}$ and expand both square roots. Collecting the terms with $e^{iR\theta}$, $R\ge0$, gives

$$f_R=-\sqrt{\frac{B}{2q}}\;q^R\sum_{j\ge0}b_{R+j}\,b_j\,q^{2j}.$$

For large $n$, use $b_n=(-1)^{n+1}\binom{2n}{n}/[4^n(2n-1)]$. Stirling's formula gives $\binom{2n}{n}4^{-n}\simeq(\pi n)^{-1/2}(1-\frac1{8n})$, and $(2n-1)^{-1}\simeq\frac1{2n}(1+\frac1{2n})$. Therefore

$$b_n\simeq\frac{(-1)^{n+1}}{2\sqrt\pi\,n^{3/2}}\left(1+\frac{3}{8n}\right).$$

Set $n=R+j$ and expand $(R+j)^{-3/2}\simeq R^{-3/2}(1-\frac{3j}{2R})$. Two sums are needed, with $u=q^2$:

$$\sum_j(-1)^jb_ju^j=\sqrt{1-u},\qquad\sum_jj(-1)^jb_ju^j=-\frac{u}{2\sqrt{1-u}}.$$

The second is $u\,d/du$ of the first. The relative correction of order $1/R$ is thus

$$\frac{3}{8R}+\frac{3}{2R}\frac{q^2}{2(1-q^2)}=\frac{3}{8R}\,\frac{1+q^2}{1-q^2}=\frac{3\coth\eta}{8R}.$$

The prefactor simplifies through $B(1-q^2)/(2q)=B\sinh\eta$. The two minus signs, one from $f$ and one from $(-1)^{R+1}$, leave $(-1)^R$:

$$f_R\simeq(-1)^R\frac{\sqrt{B\sinh\eta}}{2\sqrt\pi}\,\frac{e^{-\eta R}}{R^{3/2}}\left(1+\frac{3\coth\eta}{8R}\right).$$

Since $f$ is real and even, $f_{-R}=f_R$. The terms $m=\pm1$ in (1) add to $2f_N\cos N\theta_0$; those with $|m|=2$ are smaller by a factor of order $e^{-\eta N}$. For $\theta_0=0$,

$$E_N-E\simeq(-1)^N\sqrt{\frac{B\sinh\eta}{\pi}}\,\frac{e^{-\eta N}}{N^{3/2}}\left(1+\frac{3\coth\eta}{8N}\right).\tag{3}$$

**Numbers.** Choose $t_1=0.12$, $t_2=0.08$, $\Delta=0.03$. Then $A=0.0009+0.0144+0.0064=0.0217$ and $B=0.0192$, both in hartree². The gap is $2\sqrt{0.0025}=0.1$ hartree (2.72 eV), $A/B=1.1302$ and $\eta=0.5049$. The exponential factor per added point is 0.6035.

For $N=12$ the leading term of (3) is

$$0.05673\times\frac{e^{-6.059}}{12^{3/2}}=3.19\times10^{-6}\ \text{hartree}.$$

Multiplication by $1+0.8047/12=1.067$ gives $3.40\times10^{-6}$, in agreement with the mesh error $3.402\times10^{-6}$ relative to the converged energy $-0.137894$ hartree ($-3.7523$ eV). Formula (3) was tested against diagonalization at $N=24$, 25 and 30.

A half-step offset, $\theta_0=\pi/N$, makes $\cos N\theta_0=-1$. At $N=12$ the error becomes $-3.396\times10^{-6}$ hartree. The two 12-point meshes together form the 24-point mesh, so the mean of their errors, $2.7\times10^{-9}$ hartree, is the error at $N=24$.

**Two limits.** If $t_2\to0$ at fixed $t_1$, the cells decouple, $\eta\simeq\ln(2A/B)$ grows without limit, and one point suffices. If $g\to0$, equation (2) gives $\eta\simeq g/(2\sqrt{t_1t_2})$. The number of points needed for a given exponential factor then grows as $1/g$. Formula (3) also requires $N\gg3\coth\eta/8$, which becomes $N\gg3/(8\eta)$ for a small gap. A coarser mesh has not reached the exponential regime.

## The gap closed

Put $t_1=t_2=t$ and $\Delta=0$. Then $f=-2t|\cos(\theta/2)|$, which is periodic and continuous but has a kink at $\theta=\pi$. Its coefficients are

$$\begin{aligned}f_R&=-\frac{2t}{\pi}\int_0^\pi\cos\frac\theta2\cos R\theta\,d\theta\\&=-\frac t\pi(-1)^R\left[\frac1{R+\frac12}-\frac1{R-\frac12}\right]=\frac{4t}{\pi}\frac{(-1)^R}{4R^2-1}.\end{aligned}$$

For $R=0$ this gives $E=-4t/\pi$. Equation (1) with $\theta_0=0$ becomes, for large $N$,

$$E_N-E\simeq\frac{2t}{\pi N^2}\sum_{m\ge1}\frac{(-1)^{mN}}{m^2}=\begin{cases}+\pi t/(3N^2),&N\text{ even},\\-\pi t/(6N^2),&N\text{ odd},\end{cases}$$

because the sums are $\pi^2/6$ and $-\pi^2/12$. Periodicity without analyticity does not give an exponential.

The error of the insulating chain stays below $10^{-6}$ hartree ($2.7\times10^{-5}$ eV) for all $N\ge14$, that of the gapless chain with $t=0.1$ hartree only for all $N\ge323$. The even-$N$ formula explains the latter: $\sqrt{\pi\times0.1/(3\times10^{-6})}\approx323.6$, so 322 fails, while 324 passes; the odd mesh 323 has about half the error and passes too.

## A general Bloch matrix

Let $H(\theta)=\sum_RH_Re^{iR\theta}$ be a finite matrix, Hermitian for real $\theta$, with $\|H_R\|\le Ce^{-\alpha|R|}$. Let a direct gap of at least $g>0$ separate the occupied eigenvalues from the empty ones at every real $\theta$.

**A finite strip exists.** At a real point $x$, enclose the occupied eigenvalues by a rectangle $\Gamma_x$ in the complex energy plane. Its right side passes through midgap, and its other sides lie $g/2$ beyond the occupied levels. Every point of $\Gamma_x$ is then at least $g/2$ from the spectrum. By the residue theorem,

$$f(\theta)=\frac1{2\pi i}\oint_{\Gamma_x}z\,\mathrm{Tr}\,[z-H(\theta)]^{-1}dz\tag{4}$$

at $\theta=x$. To leave the real axis, factor

$$z-H(\theta)=[z-H(x)]\left\{1-[z-H(x)]^{-1}[H(\theta)-H(x)]\right\}.$$

Since $H(x)$ is Hermitian, its resolvent on $\Gamma_x$ has norm at most $2/g$. The curly bracket is invertible by a geometric series if $\|H(\theta)-H(x)\|<g/2$, and (4) is then analytic in $\theta$. For $\theta=x+iy$ a sufficient condition is

$$\sum_R\|H_R\|\left(e^{|R||y|}-1\right)<\frac g2,\qquad|y|<\alpha.\tag{5}$$

The left side is continuous and vanishes at $y=0$, so (5) holds in a strip of finite width. It does not depend on $x$. While the curly bracket is invertible, no eigenvalue crosses $\Gamma_x$, so at real $\theta$ near $x$ the path still encloses exactly the occupied levels. Formula (4) thus defines $f$ on a thin vertical rectangle around each $x$. Neighbouring rectangles overlap in a region containing a piece of the real axis, where both definitions give the same $f$. They therefore agree on the whole overlap, and the continuation is single-valued and periodic.

**The coefficients decay.** For $R>0$, shift the integration path for $f_R$ from the real axis to $\mathrm{Im}\,\theta=-y$. The vertical sides at $0$ and $2\pi$ cancel by periodicity. On the new path $|e^{-iR(x-iy)}|=e^{-Ry}$. For $R<0$ shift upward. If $M(y)$ is the largest $|f|$ for $|\mathrm{Im}\,\theta|\le y$, then $|f_R|\le M(y)e^{-y|R|}$. Summing (1) as a geometric series gives

$$|E_N(\theta_0)-E|\le2M(y)\sum_{m\ge1}e^{-ymN}=\frac{2M(y)}{e^{yN}-1}.\tag{6}$$

This is the exponential convergence, for any offset. Conversely, if $|f_R|\le Ce^{-\kappa|R|}$, the Fourier series converges to an analytic function for $|\mathrm{Im}\,\theta|<\kappa$. The coefficients cannot therefore decay at a rate faster than the true strip half-width.

**Check on the chain.** Here $H(x+iy)-H(x)$ has only off-diagonal elements, of moduli $t_2|e^{\pm y}-1|$. Its norm is $t_2(e^{|y|}-1)$, and the resolvent argument guarantees the half-width $\ln[1+g/(2t_2)]=\ln1.625=0.4855$. This is a lower bound; the actual value is 0.5049. In (6) one may let $y\to\eta$, since $f$ stays finite there, with $M(\eta)=\sqrt{A+B\cosh\eta}=\sqrt{2A}=0.2083$ hartree. At $N=12$ the bound is $9.8\times10^{-4}$ hartree, almost 300 times the actual error. It guarantees the exponential, but it lacks the factor $N^{-3/2}$ and has a larger prefactor than (3), so it is a poor estimate of the error itself.

## Several occupied bands in a continuous potential

Equation (4) contains the sum over occupied levels. Crossings among them do no harm, although single bands may have kinks or nearby branch points. A periodic potential $V(x)$ on a line shows this in detail.

The solutions of $-\psi''/2+V\psi=\mathcal E\psi$ are carried across one cell by a $2\times2$ transfer matrix. Its determinant is 1 because the Wronskian is constant, and its eigenvalues for Bloch waves are $e^{\pm i\theta}$. With $D(\mathcal E)$ its trace,

$$2\cos\theta=D(\mathcal E).\tag{7}$$

In gap $n$, $|D|>2$ and $\theta=n\pi+i\kappa$, with $2\cosh\kappa=|D|$. Thus $\kappa$ rises from zero at one gap edge to a maximum $\eta_n$ and returns to zero at the other.

There is one extremum per gap. The zeros $e_j$ of $D+2$ are energies of a Hermitian problem with antiperiodic boundary conditions, hence real. As $D$ grows no faster than $\exp(a\sqrt{2|\mathcal E|})$, $D+2$ is a constant times $\prod_j(1-\mathcal E/e_j)$, with the energy zero chosen so that no $e_j=0$. Then

$$\frac{d}{d\mathcal E}\frac{D'}{D+2}=-\sum_j\frac1{(\mathcal E-e_j)^2}<0.$$

At an extremum inside a gap this says $D''/(D+2)<0$. All extrema in a gap with $D<-2$ are minima, and all in a gap with $D>2$ are maxima, so each gap has one. Near it, (7) is quadratic in $\mathcal E-\mathcal E_0$, while $\cos\theta$ is linear in $\theta-\theta_0$. The energy has a square-root branch point, at $\theta_0=n\pi\pm i\eta_n$, with

$$\cosh\eta_n=\tfrac12|D|_{\text{extremum in gap }n}.$$

No other branch points occur. As $\mathcal E$ runs along the real axis, $\theta$ traces once the boundary of a quadrant with vertical slits at $n\pi$ of height $\eta_n$. The upper half of the energy plane is thereby mapped one-to-one onto that slit quadrant. Band $n$ occupies the part $(n-1)\pi<\mathrm{Re}\,\theta<n\pi$, where $\mathcal E(\theta)$ is analytic. Above the tip of a slit, band $n$ passes smoothly into band $n+1$.

Now fill bands 1 and 2. On crossing $\mathrm{Re}\,\theta=\pi$ above $\eta_1$, the two energies exchange. Their sum is unchanged, and it is bounded at the tip, so the singularity at $\pi\pm i\eta_1$ is removed. What remains is $\eta_2$, set by the gap above the occupied bands.

**Numbers.** Take $a=6$ bohr, $G=2\pi/a$, and $V=2V_1\cos Gx+2V_2\cos2Gx$ with $V_1=0.02$, $V_2=0.15$ hartree. The first gap is small. The states $\pm G/2$ are coupled directly by $V_1$ and, to second order, through $\pm3G/2$, which lie $G^2=1.097$ hartree higher. This gives a gap of $2(V_1-2V_1V_2/G^2)=0.029$ hartree, as the plane-wave calculation finds. The second gap is 0.301 hartree.

The extrema of $D$ are $-2.0319$ and $2.7853$, so $\eta_1=0.178$ and $\eta_2=0.859$. Rates from successive mesh errors, after removal of the factor $N^{-3/2}$, are 0.179 for band 1 alone and 0.860 for the sum. Both agreements were tested. At $N=16$ the error of band 1 alone is $2.8\times10^{-5}$ hartree, that of the sum $2.2\times10^{-9}$. The small gap between two filled bands does not slow the summed band energy.

## More than one dimension

On an $N\times N$ mesh let $Q_x,Q_y$ denote mesh averages and $I_x,I_y$ exact averages. Then

$$Q_xQ_y-I_xI_y=Q_y(Q_x-I_x)+I_x(Q_y-I_y).$$

An average cannot exceed the largest modulus, so the error is at most the sum of two bounds (6), one per axis. Each uses the narrowest strip along its axis for real values of the other variable. In $d$ dimensions the exponent is proportional to $N=N_{\rm tot}^{1/d}$, not to the total number of points $N_{\rm tot}$.

As a check, replace the off-diagonal element by $t_1+t_2e^{-i\theta_x}+t_3e^{-i\theta_y}$ with $t_3=0.02$ hartree. At fixed $\theta_y$ this is the earlier chain with $t_1$ replaced by $w=|t_1+t_3e^{-i\theta_y}|$, between 0.10 and 0.14; the phase only shifts the branch points sideways. The strip is narrowest at $w=0.10$, where $\cosh\eta_x=0.0173/0.016$ and $\eta_x=0.400$. Along $y$ the half-width is 1.201.

The errors for $N=8$, 16 and 24 are $3.1\times10^{-5}$, $-8.0\times10^{-9}$ and $-1.5\times10^{-9}$ hartree, all within the bound. They do not follow one smooth exponential: the first step gains a factor of nearly 4000, the second about 5, and the sign changes. Equation (1) shows why. Let $\varphi$ be the phase of $t_1+t_3e^{-i\theta_y}$. At fixed $\theta_y$ the energy depends on $\theta_x$ only through $\theta_x+\varphi$, so $\varphi$ acts as a mesh offset and the leading error along $x$ is $2f_N\cos N\varphi$, with $f_N>0$ for even $N$. The largest $|\varphi|$ is $\arcsin(t_3/t_1)=0.167$. For $N=8$ the cosine is therefore positive at every $\theta_y$, while for $N=16$ and 24 it takes both signs and the contributions from different $\theta_y$ partly cancel. The mesh $N=16$ lies just past a sign change of the error, where the cancellation is almost complete; this inflates the first gain and shrinks the second. The width 0.400 therefore sets a guaranteed bound, not necessarily the actual decay rate, since cancellation can make the error fall faster. The practical consequence is that a rate estimated from only two or three meshes can be misleading.

## Where the result stops

The argument needs a direct gap at every $k$ and a fixed number of filled bands. If the top of the valence band lies above the bottom of the conduction band at another $k$, the ground state moves electrons between them. The occupation then jumps with $k$, and (4) no longer describes the integrand, even though the direct gap is open. In a self-consistent calculation the potential also changes with the mesh; that additional error is not covered by (6). It need not be exponential: with exact exchange, as in Hartree–Fock or hybrid functionals, the Coulomb singularity at zero momentum transfer leaves an error that falls only as a power of $N$, even in an insulator. The numerical output below lists the mesh errors and bounds.

## Calculated quantities

```
chain: t1 = 0.12, t2 = 0.08, Delta = 0.03 hartree
A = 0.0217, B = 0.0192 hartree^2, A/B = 1.130208
direct gap = 0.100000 hartree = 2.7211 eV
strip half-width eta = 0.504929 (dimensionless, theta = k a)
strip guaranteed by resolvent argument = 0.485508
error factor per added k point exp(-eta) = 0.603548
largest |f| on strip edge = 0.208327 hartree
prefactor sqrt(B sinh(eta)/pi) = 0.056734 hartree
3 coth(eta)/8 = 0.804747
converged band energy = -0.1378935272 hartree = -3.752274 eV
N, mesh energy, error, leading law, bound (all hartree)
  4 -0.1367139704 +1.1796e-03 +9.4102e-04 6.3746e-02
  5 -0.1383521331 -4.5861e-04 -4.0639e-04 3.6273e-02
  8 -0.1378447346 +4.8793e-05 +4.4147e-05 7.4677e-03
 12 -0.1378901254 +3.4018e-06 +3.1887e-06 9.7574e-04
 16 -0.1378932387 +2.8849e-07 +2.7482e-07 1.2921e-04
 20 -0.1378935001 +2.7132e-08 +2.6094e-08 1.7141e-05
 24 -0.1378935245 +2.7214e-09 +2.6340e-09 2.2744e-06
 30 -0.1378935271 +9.3524e-11 +9.1100e-11 1.0993e-07
N = 12, half-step offset: error = -3.3964e-06 hartree
target error = 1.0e-06 hartree = 2.721e-05 eV
mesh from which error stays below target, insulator: N = 14
same for gapless chain with t = 0.1 hartree: N = 323
gapless converged energy = -0.12732395 hartree
gapless error, N = 20: +2.6191e-04 hartree
gapless error, N = 21: -1.1881e-04 hartree
gapless error, N = 100: +1.0472e-05 hartree
gapless error, N = 101: -5.1330e-06 hartree
lattice: a = 6.0 bohr, V1 = 0.02, V2 = 0.15 hartree, 21 plane waves
lattice gap 1 = 0.029170, gap 2 = 0.300510 hartree
D extremum in gap 1 = -2.031851, in gap 2 = 2.785332
band 1 alone: eta from D = 0.17823, from meshes 50, 51 = 0.17906
bands 1+2: eta from D = 0.85949, from meshes 20, 21 = 0.86045
lattice errors, N = 8: band 1 +3.9096e-04, bands 1+2 +6.2112e-06 hartree
lattice errors, N = 16: band 1 +2.8432e-05, bands 1+2 +2.2110e-09 hartree
2D model: t3 = 0.02 hartree, strips x 0.40043, y 1.20122
2D converged energy = -0.1389046692 hartree
2D 8x8: error +3.0972e-05, bound 1.9178e-02 hartree
2D 16x16: error -7.9901e-09, bound 7.4740e-04 hartree
2D 24x24: error -1.5232e-09, bound 3.0313e-05 hartree
```
